\section*{Square-Root Splitting at an Exceptional Point of Two Coupled Resonators}

\section{When first-order perturbation theory may be used}

To find how far a small temperature change moves the resonances of two coupled microrings, one must decide whether first-order perturbation theory applies. It gives a shift proportional to the disturbance. When two lossy modes are close to merging, it holds only for very small disturbances, and when they have merged into one it fails altogether. The shift then usually grows as the square root of the disturbance, and an estimate from the linear formula is meaningless.

Let $a=(a_1,a_2)^T$ be the mode amplitudes, with $|a_j|^2$ the energy in mode $j$. In coupled-mode theory
\begin{equation}
 i\,\frac{da}{dt}=2\pi H a ,\qquad a\propto e^{-2\pi i\Omega t},
 \label{eq:cmt}
\end{equation}
where $H$ is a $2\times2$ matrix in frequency units and $\Omega$ is one of its eigenvalues. Writing $\Omega=f-i\gamma$, the energy decays as $e^{-4\pi\gamma t}$. An isolated resonance has the response $1/(x-f+i\gamma)$ at probe frequency $x$. Its squared modulus halves at $x-f=\pm\gamma$, so its full linewidth is $2\gamma$.

Perturb $H_0$ to $H_0+\varepsilon V$. Suppose that $H_0r=\Omega_0r$ and $l^TH_0=\Omega_0l^T$, where $T$ means transposition without complex conjugation. Insert $\Omega=\Omega_0+\varepsilon\Omega_1$ and $v=r+\varepsilon r_1$ into the eigenvalue equation. The terms of order $\varepsilon$ are $H_0r_1+Vr=\Omega_0r_1+\Omega_1r$. Multiplication by $l^T$ from the left cancels the terms in $r_1$ and leaves
\begin{equation}
 \Omega_1=\frac{l^TVr}{l^Tr}.
 \label{eq:first}
\end{equation}
This requires $l^Tr\ne0$. A Hermitian matrix satisfies the requirement, since there $l=r^*$. A non-Hermitian matrix need not.

\section{The structure of an exceptional point}

At an exceptional point (EP), $H_0$ has a double eigenvalue $\Omega_0$ but is not a multiple of the identity $I$. Define
\begin{equation}
 N=H_0-\Omega_0I\neq0 .
\end{equation}
Both eigenvalues of $N$ vanish, so $\operatorname{tr}N=\det N=0$. The Cayley--Hamilton identity $N^2-(\operatorname{tr}N)N+(\det N)I=0$ then gives $N^2=0$. A nonzero $2\times2$ matrix with zero determinant has rank one, so it is a product of a column and a row:
\begin{equation}
 N=r\,l^T,\qquad l^Tr=\operatorname{tr}N=0 .
 \label{eq:N}
\end{equation}
We normalize $r$ to unit length and let $l$ carry the size of $N$. From \eqref{eq:N},
\begin{equation}
 Nr=r(l^Tr)=0,\qquad l^TN=(l^Tr)l^T=0 .
 \label{eq:null}
\end{equation}
Thus $r$ and $l$ are the right and left eigenvectors of $H_0$. Because $N$ has rank one, its null space has dimension one, and $r$ is the only eigendirection. This is the coalescing eigenvector. It can be read off without solving an equation, since every nonzero column of $H_0-\Omega_0I$ is proportional to it. The denominator of \eqref{eq:first} is zero.

\section{Eigenvalues near the exceptional point}

Add $\varepsilon V$ and separate the part proportional to the identity:
\begin{equation}
 H=\Bigl(\Omega_0+\frac{\varepsilon}{2}\operatorname{tr}V\Bigr)I+T,
 \quad T=N+\varepsilon V',\quad V'=V-\tfrac12(\operatorname{tr}V)I .
\end{equation}
Since $\operatorname{tr}T=0$, Cayley--Hamilton gives $T^2=-(\det T)I$. Taking the trace gives $-\det T=\frac12\operatorname{tr}T^2\equiv D$. The eigenvalues of $T$ therefore have square $D$ and sum zero, so they are $\pm\sqrt D$. Expanding the square and using $N^2=0$,
\begin{equation}
 D=\tfrac12\operatorname{tr}(N+\varepsilon V')^2
 =\varepsilon\operatorname{tr}(NV')+\tfrac12\varepsilon^2\operatorname{tr}V'^2 .
 \label{eq:Dtrace}
\end{equation}
In the first term, $\operatorname{tr}N=0$ allows $V'$ to be replaced by $V$, and $\operatorname{tr}(r\,l^TV)=l^TVr$. For the second,
\begin{align}
 \tfrac12\operatorname{tr}V'^2
 &=\tfrac12\operatorname{tr}V^2-\tfrac14(\operatorname{tr}V)^2 \nonumber\\
 &=\tfrac12\bigl[(\operatorname{tr}V)^2-2\det V\bigr]-\tfrac14(\operatorname{tr}V)^2
 =\tfrac14(\operatorname{tr}V)^2-\det V ,
\end{align}
where the second line uses the trace of the Cayley--Hamilton identity for $V$. The eigenvalues are
\begin{align}
 \Omega_\pm&=\Omega_0+\tfrac12\varepsilon\operatorname{tr}V\pm\sqrt D,\label{eq:exact}\\
 D&=\varepsilon q+\varepsilon^2w,\quad q=l^TVr,\quad
 w=\tfrac14(\operatorname{tr}V)^2-\det V .\label{eq:D}
\end{align}
No approximation has been made within the two-mode model. If $q\neq0$ and $|\varepsilon w|\ll|q|$, then
\begin{equation}
 \Omega_+-\Omega_-\simeq2\sqrt{\varepsilon q}.
 \label{eq:sqrt}
\end{equation}
The numerator of the failed formula \eqref{eq:first} has become the quantity under the root. Reversing the sign of $\varepsilon$ multiplies the leading splitting by $\pm i$, which exchanges the roles of frequency and decay-rate splitting.

Equation \eqref{eq:exact} was compared with direct diagonalization for 20 random defective matrices with random $V$, at $\varepsilon=0.5$, $10^{-2}$ and $10^{-4}$. The eigenvalues, of order one, agreed within $10^{-7}$.

\section{How the eigenvectors merge}

Choose a vector $s$ with $Ns=r$, that is, $l^Ts=1$. One exists because $l\ne0$. Adding a multiple of $r$ to $s$ changes nothing essential, since it only rescales the eigenvector to the order considered. Try
\begin{equation}
 v_\pm=r+\lambda s+u,\qquad \lambda=\pm\sqrt{\varepsilon q},\qquad u=O(\varepsilon).
 \label{eq:vec}
\end{equation}
The eigenvalue of $N+\varepsilon V$ is $\lambda+\frac12\varepsilon\operatorname{tr}V+O(|\varepsilon|^{3/2})$. At order $\sqrt{|\varepsilon|}$ the eigenvalue equation reads $\lambda Ns=\lambda r$, which holds by the choice of $s$. At order $\varepsilon$ it reads
\begin{equation}
 Nu+\varepsilon Vr=\lambda^2s+\tfrac12\varepsilon(\operatorname{tr}V)\,r .
 \label{eq:second}
\end{equation}
Multiplying by $l^T$ removes $Nu$ and the last term, leaving $\varepsilon q=\lambda^2$, the square-root law again. With this value, $l^T$ annihilates the combination that $Nu$ must equal. In two dimensions such a vector is proportional to $r$, which lies in the range of $N$, so $u$ exists. Both eigenvectors therefore approach $r$, from opposite sides, with a deviation of order $\sqrt{|\varepsilon|}$.

\section{Two resonators with unequal loss}

Take two resonators of equal frequency, which we use as the zero of frequency. They have amplitude decay rates $\gamma_1>\gamma_2$ and a real coupling $g>0$. With $\bar\gamma=(\gamma_1+\gamma_2)/2$ and $\delta=(\gamma_1-\gamma_2)/2$,
\begin{equation}
 H=\begin{pmatrix}-i\gamma_1&g\\g&-i\gamma_2\end{pmatrix}
 =-i\bar\gamma I+\begin{pmatrix}-i\delta&g\\g&i\delta\end{pmatrix}.
 \label{eq:rings}
\end{equation}
The square of the last matrix is $(g^2-\delta^2)I$, so $\Omega_\pm=-i\bar\gamma\pm\sqrt{g^2-\delta^2}$. For $g>\delta$ the frequencies differ; for $g<\delta$ the decay rates differ. The EP lies at $g=\delta$, where
\begin{equation}
 N=g\begin{pmatrix}-i&1\\1&i\end{pmatrix},\quad
 r=\frac1{\sqrt2}\begin{pmatrix}1\\i\end{pmatrix},\quad
 l=\sqrt2\,g\begin{pmatrix}-i\\1\end{pmatrix}=-2ig\,r .
 \label{eq:EP}
\end{equation}
The first row of $Nr=0$ is $-ir_1+r_2=0$, which fixes $r_2=ir_1$. Then $r^Tr=(1+i^2)/2=0$, as \eqref{eq:N} requires.

The vector has a direct meaning. From \eqref{eq:cmt}, the energy of resonator 1 obeys
\begin{equation}
 \frac{d|a_1|^2}{dt}=-4\pi\gamma_1|a_1|^2+4\pi g\,\operatorname{Im}(a_1^*a_2).
\end{equation}
For equal magnitudes the transfer into resonator 1 is largest when $a_2=ia_1$, a quarter-cycle lag of resonator 2. Its net decay rate is then $\gamma_1-g=\bar\gamma$. Resonator 2 supplies this energy and decays at $\gamma_2+g=\bar\gamma$. At the EP the largest transfer possible with equal magnitudes is just enough to make both decay together.

\subsection{Detuning one resonator}

Let $\varepsilon$ be a real frequency shift of resonator 1, so $V=\operatorname{diag}(1,0)$. Then $q=l_1r_1=-ig$, $\operatorname{tr}V=1$ and $\det V=0$. Equation \eqref{eq:D} gives
\begin{equation}
 D=-ig\varepsilon+\tfrac14\varepsilon^2 .
 \label{eq:detune}
\end{equation}
For $\varepsilon<0$, $-ig\varepsilon=ig|\varepsilon|$, and $\sqrt i=(1+i)/\sqrt2$ gives
\begin{equation}
 \Omega_+-\Omega_-\simeq(1+i)\sqrt{2g|\varepsilon|}.
 \label{eq:warm}
\end{equation}
The frequency splitting is $\sqrt{2g|\varepsilon|}$. The higher-frequency mode has the smaller decay rate, because decay is minus the imaginary part. The full linewidths differ by $2\sqrt{2g|\varepsilon|}$. For $\varepsilon>0$ the factor becomes $1-i$, and the higher-frequency mode decays faster.

The first row of the eigenvalue equation for $N+\varepsilon V$ is $(-ig+\varepsilon)a_1+ga_2=(\varepsilon/2\pm\sqrt D)a_1$. Hence
\begin{equation}
 \frac{a_2}{a_1}=i+\frac{\pm\sqrt D-\varepsilon/2}{g}.
 \label{eq:ratio}
\end{equation}

The two terms of \eqref{eq:detune} have equal size at $|\varepsilon|=4g$. Far beyond this, expansion of the root gives $2\sqrt D\simeq\varepsilon-2ig$, up to overall sign. Since $2g=\gamma_1-\gamma_2$, this is the difference between the uncoupled eigenvalues $\varepsilon-i\gamma_1$ and $-i\gamma_2$. The ordinary linear shift has returned.

\subsection{Changing the coupling, and exceptions to the root}

If instead $g$ changes to $g+\eta$, the off-diagonal elements of $V$ are both 1. Then $q=l_1r_2+l_2r_1=2g$ and $\det V=-1$, so
\begin{equation}
 D=2g\eta+\eta^2 .
 \label{eq:coupling}
\end{equation}
A slightly stronger coupling splits the frequencies; a slightly weaker one splits the decay rates.

The root disappears when $q=0$. What replaces it depends on the symmetry of $V$. For a symmetric $V$, write $V'$ with diagonal elements $\alpha,-\alpha$ and off-diagonal elements $\beta$. Then
\begin{equation}
 q=\operatorname{tr}(NV')=2g(\beta-i\alpha),\qquad w=\alpha^2+\beta^2 .
\end{equation}
Setting $q=0$ gives $\beta=i\alpha$, and then $w=0$ too. Hence $D=0$: a symmetric perturbation of this EP gives either a square root at leading order or no splitting. An equal shift of both resonators is an example of the latter.

A direction-dependent change, $H_{12}=g+\varepsilon$ and $H_{21}=g-\varepsilon$, is antisymmetric. Here $q=l_1r_2-l_2r_1=g-g=0$ and $\det V=1$, so $D=-\varepsilon^2$. The decay rates split linearly, by $2|\varepsilon|$. For real $\varepsilon$ this change is not Hermitian, so a lossless link cannot produce it. Symmetry of $H$ is an assumption about the chosen pair of modes. In two coupled rings, interchanging source and detector also reverses the direction of circulation, so reciprocity relates one pair of travelling waves to another pair and does not by itself make each $2\times2$ matrix symmetric.

In a single ring, reciprocity exchanges the two waves of the same pair. It makes the diagonal elements of their matrix equal but leaves the two backscattering strengths independent, so one-way backscattering is allowed. If wave 2 scatters into wave 1 with strength $g$ and there is no return, $N=(1,0)^T(0,g)$. The coalescing eigenvector is $(1,0)^T$, a wave circulating in one direction. A weak return coupling $H_{21}=\varepsilon$ gives $q=g$ and $w=0$, hence a splitting $2\sqrt{g\varepsilon}$.

\section{A pair of silicon microrings}

Consider two rings near 1550 nm with radius 10 $\mu$m and group index 4.2. Their quality factors are $Q_1=10^4$ and $Q_2=10^5$. These are rough typical values; the lower one stands for a ring with deliberately added loss. The optical frequency is 193414 GHz. Since the full linewidth is this frequency divided by $Q$,
\begin{equation}
 \gamma_1=\frac{193414}{2\times10^4}=9.671\ \text{GHz},\qquad
 \gamma_2=0.967\ \text{GHz}.
\end{equation}
The EP coupling is $g=(9.671-0.967)/2=4.352$ GHz, and $\bar\gamma=5.319$ GHz. A numerical search for the coupling at which the eigenvalues meet gives the same $g$.

With a rough thermo-optic coefficient of $1.8\times10^{-4}$ K$^{-1}$ for the effective index, a ring shifts by $-8.289$ GHz/K. Warming ring 1 by 10 mK, with ring 2 and the coupling held fixed, gives $\varepsilon=-0.0829$ GHz. Equation \eqref{eq:warm} predicts
\begin{equation}
 \sqrt{2(4.352)(0.0829)}=0.849\ \text{GHz}
\end{equation}
for both the real and imaginary parts. Diagonalization gives $0.851+0.847i$ GHz. The small inequality follows from \eqref{eq:detune}: to first order in $|\varepsilon|/g$, the quadratic term multiplies the leading splitting by $1-i|\varepsilon|/(8g)$, raising the real part and lowering the imaginary part by 0.24\,\%. The modulus is unaffected at this order, which is why it follows the square root closely: between 1 and 10 mK its logarithmic slope is 0.500.

The frequency splitting corresponds to 6.8 pm in wavelength. The modulus of the complex splitting, 1.20 GHz, is 14.5 times the shift of an isolated ring. An antisymmetric coupling change of the same size, 0.0829 GHz, would split the eigenvalues by only 0.166 GHz. The amplitude ratios $a_2/a_1$ are $0.107+1.097i$ and $-0.088+0.903i$, on opposite sides of the EP value $i$. The full numerical output follows this text.

\section{What a measurement sees}

The 0.85 GHz frequency splitting is much smaller than the mean full linewidth, 10.64 GHz. Nor do spectral peaks directly mark the eigenvalues. If ring 1 is driven through one weakly coupled waveguide and read through a second, the detected power follows $|G_{11}|^2$, where $G_{11}$ is the $(1,1)$ element of $(xI-H)^{-1}$. At the EP,
\begin{equation}
 |G_{11}|^2=\left|\frac{x+i\gamma_2}{(x+i\bar\gamma)^2}\right|^2
 =\frac{x^2+\gamma_2^2}{(x^2+\bar\gamma^2)^2}.
\end{equation}
Differentiation with respect to $x^2$ gives maxima where $x^2+\bar\gamma^2=2(x^2+\gamma_2^2)$. If $\bar\gamma^2>2\gamma_2^2$, their separation is
\begin{equation}
 2\sqrt{\bar\gamma^2-2\gamma_2^2}=10.28\ \text{GHz}.
\end{equation}
There are two well-separated peaks although the eigenvalues coincide. For ring 2, $\gamma_1$ replaces $\gamma_2$, the condition fails, and there is one peak. Ring 2 still shows one peak after the 10 mK warming. The peak positions depend on the readout. The transmission dip of a single weakly coupled waveguide follows $-\operatorname{Im}G_{11}=(\gamma_1x^2+\gamma_2\bar\gamma^2)/(x^2+\bar\gamma^2)^2$ instead; for ring 1 it is also double, with separation $2\bar\gamma\sqrt{1-2\gamma_2/\gamma_1}=9.5$ GHz. The eigenvalue splitting must therefore be extracted by fitting a model to the spectrum.

The larger response does not by itself improve the detection limit. Let $l_\pm$ and $r_\pm$ be the left and right eigenvectors of the perturbed matrix. The Petermann factor
\begin{equation}
 K=\frac{\|l_\pm\|^2\|r_\pm\|^2}{|l_\pm^Tr_\pm|^2}
\end{equation}
measures how nearly the denominator of \eqref{eq:first} vanishes. For our symmetric $H$ we may take $l_\pm=r_\pm=(1,i+\xi)^T$, where \eqref{eq:ratio} gives $\xi\simeq\pm\sqrt D/g$. Then $r_\pm^Tr_\pm=2i\xi+\xi^2\simeq2i\xi$ and $\|r_\pm\|^2\simeq2$, so
\begin{equation}
 K\simeq\frac{4}{4|\xi|^2}=\frac{g^2}{|D|}\simeq\frac{g}{|\varepsilon|}.
\end{equation}
At 10 mK this estimate is 52.5; diagonalization gives 53.0. The leading eigenvalue response is $|d\Omega_\pm/d\varepsilon|\simeq\frac12\sqrt{g/|\varepsilon|}\simeq\frac12\sqrt K$. It magnifies a small random detuning of ring 1 by the same factor as a small signal in that detuning. For example, thermal fluctuations are estimated at 0.35 mK rms in each ring at 300 K. The splitting responds to the difference of the two detunings. If the rings fluctuate independently, the temperature difference inferred from a single fast reading is therefore uncertain by $\sqrt2\times0.35\simeq0.5$ mK; averaging over time can reduce this.

\section{Limits of the model in a real device}

The quality factors are within the range of silicon rings, but exact tuning and the absence of backscattering are strong idealizations. Suppose roughness couples the two circulation directions with real strengths of 0.5 GHz in ring 1 and 0.3 GHz in ring 2, again rough values. The even and odd combinations of the two directions then see $H_0\pm\operatorname{diag}(0.5,0.3)$ GHz. The 0.2 GHz difference acts as a detuning and alone gives each pair a complex splitting of modulus 1.87 GHz (1.33 GHz in frequency), more than the 1.20 GHz modulus of the 10 mK signal. These numbers hold for backscattering of equal phase in the two rings; another relative phase changes the splittings.

A coupling 1\,\% too large, by 0.0435 GHz, causes a frequency splitting of 1.23 GHz without any warming. With both disturbances, the leading terms are $D\simeq2g\eta-ig\varepsilon$. A square root in temperature therefore requires $|\varepsilon|\gg2|\eta|$. Here the two sides are 0.083 and 0.087 GHz, so this error already spoils the law at 10 mK.

Self-heating is also important. With an assumed thermal resistance of $3\times10^4$ K/W, 1 $\mu$W absorbed in ring 1 heats it by 30 mK and alone causes a splitting of modulus 2.08 GHz. This counts heat only. If the absorption creates free carriers, one pair per photon and a lifetime of 1 ns give about $10^{15}$ cm$^{-3}$, enough for a shift of opposite sign and comparable size. If 10\,\% of the intended warming reaches ring 2, only the difference counts: $q$ acquires the factor 0.9 and the splitting the factor $\sqrt{0.9}=0.949$.

Two other effects are smaller. Solving the round-trip condition of both rings, which includes their neighbouring longitudinal modes, changes the complex 10 mK splitting by 0.5\,\%. Nearly all of this is a lowering of the EP coupling by $4\times10^{-4}$ GHz: at the coupled-mode value of $g$ the change grows to 5\,\% at 1 mK, and with $g$ retuned it falls to 0.01\,\%. With 1 $\mu$W absorbed in a ring whose loss is all absorption, two-photon absorption adds an estimated linewidth of order $10^{-4}$ GHz or less. If absorption is only part of the loss, more light circulates for the same absorbed power, and this linewidth grows in proportion. 
The rings must also start at equal frequencies: a mismatch of 0.083 GHz alone causes a splitting as large as that of the 10 mK warming. An error in the difference of the losses acts like an error in the coupling, since the EP requires $2g=\gamma_1-\gamma_2$: raising $\gamma_1$ by $\Delta$ acts at leading order like lowering $g$ by $\Delta/2$, while an equal change of both losses causes no splitting. For these parameters, observing the square-root law at 10 mK therefore requires control of the initial frequency mismatch, the losses, the coupling, backscattering and absorbed power.

\section*{Table of computed values}
\begin{verbatim}
wavelength 1550 nm; radius 10 um
group index 4.2; Q1 10000; Q2 100000
optical frequency 193414 GHz; mode spacing 1136.0 GHz
dn_eff/dT 1.8e-04 1/K; shift -8.289 GHz/K
decay rates gamma1 9.6707, gamma2 0.9671 GHz
mean decay rate 5.3189 GHz
mean full linewidth 10.638 GHz
EP coupling: formula 4.35183, search 4.35183 GHz
EP eigenvector a2/a1 = 0.0000+1.0000i
Warming ring 1: exact and leading complex splitting
 dT 1 mK: detuning -0.00829 GHz
  exact   0.2687+0.2685i GHz
  leading 0.2686+0.2686i GHz
 dT 10 mK: detuning -0.08289 GHz
  exact   0.8514+0.8474i GHz
  leading 0.8494+0.8494i GHz
 dT 100 mK: detuning -0.82892 GHz
  exact   2.7507+2.6228i GHz
  leading 2.6860+2.6860i GHz
log-log slope, 1 to 10 mK: 0.50000
All following signal values are for 10 mK
modulus of splitting 1.2012 GHz
modulus of splitting / detuning 14.49
frequency splitting in wavelength 6.82 pm
full-linewidth difference 1.6947 GHz
 eigenvalue 0.3843-4.8952i GHz
  a2/a1 0.1073+1.0974i
 eigenvalue -0.4672-5.7426i GHz
  a2/a1 -0.0883+0.9026i
Petermann factor 53.00; g/|detuning| 52.50
antisymmetric change, same size: 0.1658 GHz
EP peaks: ring 1 2, ring 2 1
ring 1 peak separation at EP 10.280 GHz
ring 2 peaks after 10 mK: 1
Neglected effects (rough inputs)
other longitudinal modes: 0.507 % of splitting
backscattering ring 1 0.5, ring 2 0.3 GHz
 splitting it causes alone 1.866 GHz
coupling error 1 % = 0.0435 GHz
 if too strong: frequency splitting 1.234 GHz
 if too weak: decay-rate splitting 1.228 GHz
crosstalk 0.1: splitting times 0.9487
thermal resistance 30000 K/W
absorbed power 1 uW: heating 30 mK
 self-heating detuning -0.2487 GHz
 splitting it causes alone 2.081 GHz
waveguide 450 nm x 220 nm
two-photon coefficient 5e-12 m/W
 two-photon linewidth, upper scale 5.4e-05 GHz
thermal noise at 300 K: 0.350 mK rms
 detuning noise 0.00290 GHz rms
\end{verbatim}
